# Mean-Field Hopping with Site Exclusion by Density-Pinned Sweeps

## Result

Carriers hop between $N$ sites, at most one per site. In the mean-field approximation the steady occupations $p_i$ satisfy

$$f_i(p)\equiv\sum_j\left[W_{ji}\,p_j(1-p_i)-W_{ij}\,p_i(1-p_j)\right]=0,\qquad \frac1N\sum_i p_i=c. \tag{1}$$

For each density $0<c<1$ there is one solution. It can be sought by repeating two operations. First, site by site,

$$p_i\leftarrow\frac{A_i}{A_i+B_i},\qquad A_i=\sum_jW_{ji}p_j,\qquad B_i=\sum_jW_{ij}(1-p_j). \tag{2}$$

Then all odds $p_i/(1-p_i)$ are multiplied by a common factor $z$ that restores the density. Any state left unchanged by this cycle solves (1). The solution carries equal current through every cut across the field, and at zero field it is the Fermi-Dirac distribution. Convergence from an arbitrary start is not proved here; it is checked in examples started from uniform occupations, and uniqueness certifies a converged answer.

## Model and conventions

The sites form a periodic $L\times L$ square lattice of spacing $a$, so $N=L^2$. The energy $E_i$ of a carrier of charge $+q$ on site $i$ is drawn from a Gaussian of mean zero and width $\sigma$. The field $F$ points along $+x$. Miller-Abrahams rates are used:

$$W_{ij}=\nu_0e^{-2\alpha R_{ij}}e^{-\max(\Delta_{ij},0)/kT},\qquad \Delta_{ij}=E_j-E_i-qF\,\Delta x_{ij}.$$

Here $W_{ij}$ is the rate from $i$ to $j$, and $\Delta x_{ij}$ is the displacement of the hop itself, also when it passes the periodic boundary. Since $\Delta_{ji}=-\Delta_{ij}$ and $\max(\Delta,0)-\max(-\Delta,0)=\Delta$,

$$W_{ij}/W_{ji}=e^{-\Delta_{ij}/kT}. \tag{3}$$

Every link therefore works in both directions. The graph of links is assumed connected. Carriers are spinless and interact through exclusion alone.

## What mean field replaces

Let $n_i$ be 0 or 1. A hop $j\to i$ needs $n_j=1$ and $n_i=0$, so the full exclusion process obeys

$$\frac{d\langle n_i\rangle}{dt}=\sum_j\left[W_{ji}\langle n_j(1-n_i)\rangle-W_{ij}\langle n_i(1-n_j)\rangle\right].$$

Replacing $\langle n_i(1-n_j)\rangle$ by $p_i(1-p_j)$ gives $dp_i/dt=f_i(p)$, whose steady state is (1). This neglects correlations between the occupations of linked sites.

## One solution per density

In terms of $A_i$ and $B_i$, $f_i=A_i(1-p_i)-B_ip_i$. Three properties are needed.

**Conservation.** Each link term enters $f_i$ and $f_j$ with opposite signs, so $\sum_if_i=0$.

**Positive coupling.** For linked $i\neq j$,

$$J_{ij}=\frac{\partial f_i}{\partial p_j}=W_{ji}(1-p_i)+W_{ij}p_i>0 .$$

Conservation makes each column of $J$ sum to zero, so $J_{jj}=-\sum_{i\ne j}J_{ij}<0$.

**Existence.** Take a short time step $\tau$. Then

$$p_i+\tau f_i=p_i[1-\tau(A_i+B_i)]+\tau A_i ,$$
$$1-(p_i+\tau f_i)=(1-p_i)[1-\tau(A_i+B_i)]+\tau B_i .$$

Both are non-negative for small $\tau$. The step thus maps the compact convex set $0\le p_i\le1$, $\sum_ip_i=cN$, continuously into itself. By Brouwer's theorem it has a fixed point, where $f=0$. No occupation there is 0: $p_i=0$ and $f_i=0$ give $A_i=0$, which empties all neighbours and, by connectedness, the lattice. In the same way none is 1.

**Uniqueness.** Let $p$ and $p'$ be steady states and $d=p'-p$. Because $f$ is quadratic, its difference is given without error by the Jacobian at the midpoint, so $J\big(\tfrac{p+p'}2\big)d=0$, or

$$|J_{ii}|\,d_i=\sum_{j\ne i}J_{ij}d_j. \tag{4}$$

Taking magnitudes and summing over $i$,

$$\sum_i|J_{ii}||d_i|\le\sum_j|d_j|\sum_{i\neq j}J_{ij}=\sum_j|J_{jj}||d_j| .$$

The two ends are equal, so equality holds for every $i$: the nonzero $d_j$ around each site share one sign, and by (4) $d_i$ has that sign too. If some $d_i=0$, equality forces its neighbours to zero, and then all sites. Hence $d$ is zero or has one strict sign everywhere. At equal density it must be zero. At unequal densities the denser state has the larger occupation on every site.

The same column sums control the dynamics. For two time-dependent solutions, $\dot d=Jd$ at the midpoint, and $\sum_i|d_i|$ cannot grow: the off-diagonal elements of column $j$ add at most $\sum_{i\neq j}J_{ij}|d_j|$, while the diagonal removes $|J_{jj}||d_j|$. In a test on a $6\times6$ cell with $c=0.05$, a uniform and a random start began at a summed distance of 0.866 and ended at $1.8\times10^{-11}$. Both reached the occupations found by the sweeps to within $7\times10^{-12}$.

## The sweep and the need for pinning

Setting $A_i(1-p_i)=B_ip_i$ with the neighbours held fixed gives (2). Its right side, $g_i=1/(1+B_i/A_i)$, lies between 0 and 1. It increases with every neighbour's occupation, because $A_i$ rises and $B_i$ falls.

An update changes $p_i$ without debiting the neighbours, so density drifts. In the example below, sweeps without pinning started at 0.020 carriers per site and settled at 0.0733. That state solves the balance equations, but at the wrong density.

Suppose the pinned cycle returns $p$ to itself: the sweep takes $p$ to $q$, and multiplying the odds of $q$ by $z$ gives $p$. Assume $z>1$, so that $q_i<p_i$ everywhere. When site $i$ was updated, each neighbour had either its old value $p_j$ or its new value $q_j$, and neither is below $q_j$. Since $g_i$ is increasing, $q_i\ge g_i(q)$, and therefore

$$f_i(q)=(A_i+B_i)\left[g_i(q)-q_i\right]\le0 .$$

The first site updated saw only old values, so its inequality is strict. Then $\sum_if_i(q)<0$, which contradicts conservation. Reversing all inequalities excludes $z<1$. Hence $z=1$, $q=p$, no update changed anything, and $f(p)=0$.

## Pseudocode

```
input: rates W, density c, tolerance tol
p[i] = c for all i
repeat
    old = p
    for each colour:
        for all sites i of this colour:
            A = sum_j W[j,i] * p[j]
            B = sum_j W[i,j] * (1 - p[j])
            p[i] = A / (A + B)
    o[i] = p[i] / (1 - p[i]);  y = 0
    repeat
        s[i] = o[i]*exp(y) / (1 + o[i]*exp(y))
        S = sum(s)
        h = ln(c*N/S) * S / sum(s*(1-s))
        limit h to [-2, 2];  y = y + h
    until |h| is small
    recompute s with the final y;  p = s
    delta = max |p/old - 1|
until delta < tol
compute all cut currents; accept if their spread is small
```

The inner loop is Newton's method for $\ln S(y)=\ln(cN)$ with $z=e^y$. Since $S$ rises monotonically from 0 to $N$, there is one root.

Sites of one colour must share no link, so that they can be updated together. With hops to the eight nearest sites and even $L$, the parities of $x$ and $y$ give four colours. Odd $L$ breaks this colouring at the periodic boundary. The cell must also be wide enough that two different hops from a site do not end on the same site; for hops of up to $m$ columns or rows this requires $L\ge2m+1$.

## Current and its conservation

Let $\Gamma_k$ be the net number of carriers per unit time crossing the cut between columns $k$ and $k+1$. A hop over $m$ columns crosses $m$ cuts; in a column it merely passes over, it counts once as entering and once as leaving. The charging rate of column $k$ is therefore

$$\Gamma_{k-1}-\Gamma_k=\sum_{i\in k}f_i=0 , \tag{5}$$

and all cuts carry the same $\Gamma$. Summing over the $L$ cuts counts each hop $\Delta x_{ij}/a$ times, so

$$\Gamma=\frac1{La}\sum_{i,j}W_{ij}p_i(1-p_j)\Delta x_{ij}. \tag{6}$$

The sum runs over ordered pairs; the reverse hop enters with negative $\Delta x$. The cell has width $La$ and sheet density $n_s=c/a^2$, so

$$\mu=\frac{q\Gamma/(La)}{q\,n_sF}=\frac{\Gamma a}{LcF}. \tag{7}$$

Formula (6) yields a number even for an unconverged state. The separate cut currents help to reveal the error, since by (5) their differences are the residuals summed over each column. Equal cuts are necessary but not sufficient, because residuals may cancel within a column; the change per sweep must be small as well. Each residual is

$$f_i=(A_i+B_i)\,p_i\,(g_i/p_i-1),$$

a rate times the relative change that an update would make. Near the steady state this rate is close to $A_i$, which is at least as large as the gross inflow $A_i(1-p_i)$. Where the gross inflow far exceeds the net current, a small relative change in occupation can go with a large relative error in current.

## Zero field and weak field

At $F=0$, try $p_i/(1-p_i)=e^{(E_F-E_i)/kT}$. With (3),

$$\frac{W_{ij}p_i(1-p_j)}{W_{ji}p_j(1-p_i)}=e^{-(E_j-E_i)/kT}\,e^{(E_j-E_i)/kT}=1 .$$

Every link balances separately, so this Fermi-Dirac state solves (1), with $E_F$ fixed by $c$; by uniqueness it is the solution. Here mean field costs nothing in the grand-canonical ensemble: the product of independent site probabilities is proportional to $\exp[-\sum_i(E_i-E_F)n_i/kT]$, which balances every hop of the full process.

In a field, link-by-link balance is impossible. Along a loop that winds once around the cell in the field direction, the site energies cancel and the product of $W_{ij}/W_{ji}$ is $e^{qFLa/kT}$. The odds factors multiply to 1 around any closed loop and cannot compensate it.

For weak fields write $p_i/(1-p_i)=e^{(E_F+\varphi_i-E_i)/kT}$. The ratio of forward to reverse flux becomes $e^{(\varphi_i-\varphi_j+qF\Delta x_{ij})/kT}$. To first order the net flux is

$$G_{ij}\,\frac{\varphi_i-\varphi_j+qF\Delta x_{ij}}{kT},\qquad G_{ij}=W_{ij}p_i(1-p_j)\big|_{F=0}=G_{ji}.$$

Changes of $G_{ij}$ with field multiply an already small drive and enter at second order. Steady state requires

$$\sum_jG_{ij}(\varphi_i-\varphi_j+qF\Delta x_{ij})=0, \tag{8}$$

which is Kirchhoff's law for resistors of conductance $q^2G_{ij}/kT$. The expansion needs the drive on each important link to be small against $kT$; a small average drop $qFa$ may not suffice if the potential concentrates on a few links.

## Dilute and nearly full limits

As $c\to0$ at fixed cell and field, the factors $1-p_j$ tend to 1. Equation (1) becomes linear, $\sum_j(W_{ji}p_j-W_{ij}p_i)=0$, and the mobility no longer depends on density. At $c=10^{-8}$ the full equations agreed with this linear problem to better than $10^{-4}$ relative.

Near complete filling, set $p_i=1-h_i$. Then

$$f_i=-\sum_j\left[W_{ij}h_j(1-h_i)-W_{ji}h_i(1-h_j)\right],$$

which is the original problem for vacancies with all rates reversed. In this regime $1-p_i$ loses digits by subtraction, and $h_i$ should be stored instead.

## Worked example

The parameters are rough values for one accumulated layer of an amorphous poly(triarylamine) transistor: $a=1$ nm, $\sigma=0.07$ eV, amplitude decay length $1/\alpha=0.3$ nm, $\nu_0=10^{13}$ s$^{-1}$, $T=300$ K, $c=0.02$ and $F=0.1$ MV/cm. Thus $\sigma/kT=0.07/0.02585=2.71$, $qFa/kT=0.010/0.02585=0.387$ and $2\alpha a=6.67$. A $20\times20$ cell holds $0.02\times400=8$ carriers, and $n_s=2\times10^{12}$ cm$^{-2}$.

**Zero field.** From a uniform start, 2553 sweeps reached the Fermi-Dirac occupations within $1.3\times10^{-9}$ relative on every site. The Fermi level is $-0.182$ eV, or $2.6\sigma$ below the centre of the distribution.

**In the field.** The Fermi-Dirac state fails as expected: its cut currents spread by 2.7 times their mean. The sweeps, again from a uniform start, gave:

| largest change below | total sweeps | cut spread / mean | relative error of mean current |
|---|---|---|---|
| $10^{-3}$ | 210 | $5.4\times10^{-2}$ | $6.5\times10^{-3}$ |
| $10^{-5}$ | 648 | $5.1\times10^{-4}$ | $5.9\times10^{-5}$ |
| $10^{-7}$ | 1098 | $5.2\times10^{-6}$ | $5.9\times10^{-7}$ |
| $10^{-11}$ | 2000 | $5.1\times10^{-10}$ | $5.8\times10^{-11}$ |

The last column refers to an independent Newton solution. In this sample the cut spread is about 50 times the last change in occupation.

The converged mobility is $1.30\times10^{-4}$ cm$^2$/Vs. The current per width follows as

$$q n_s\mu F=(1.602\times10^{-19})(2\times10^{12})(1.30\times10^{-4})(10^5)\ \text{A/cm}=0.42\ \text{nA}/\mu\text{m}.$$

The resistor network (8) gives $1.138\times10^{-4}$ cm$^2$/Vs at zero field. The full equations at $qFa/kT=\pm10^{-4}$ give the same value to all printed digits. Applied along $+x$, the field of 0.1 MV/cm thus raises this sample's mobility by 14%. A finite disordered cell is not symmetric under field reversal: along $-x$ the rise is only 6%. The 14% is not typical, since the mean rise over samples is about 6 to 7%.

With the same energies and field, independent carriers have a mobility of $8.0\times10^{-5}$ cm$^2$/Vs; in mean field, exclusion raises it by a factor 1.62. This factor varies strongly between samples and is not converged in cell size: its median is about 1.3 for $10\times10$ cells, 1.7 for $20\times20$ and 1.8 for $40\times40$ and $64\times64$. Exclusion blocks some hops, but it also keeps carriers from all gathering on the deepest sites. The net rise suggests that the second effect prevails here, though the two were not separated.

## Cost and stability

One sweep costs of order $NM$ operations for $M$ neighbours per site, here $400\times8=3200$ link visits, and memory also grows as $NM$. The number of sweeps depends on the slowest error mode. Near the end the change shrank by $\rho=0.98983$ per sweep, so four decades should take $\ln(10^4)/(-\ln\rho)\approx901$ sweeps; the table shows 902.

If one mode dominates, the remaining error is the geometric tail of future changes,

$$\delta\,(\rho+\rho^2+\dots)=\frac{\rho\,\delta}{1-\rho}. \tag{9}$$

For $\delta=10^{-11}$ this gives $9.7\times10^{-10}$, equal to the largest relative difference from the Newton solution. The last change alone would understate the error a hundredfold.

Two simple mechanisms can make $\rho$ approach 1.

*Long waves.* With equal site energies and no field, $W_{ij}=W_{ji}$ and (2) replaces $p_i$ by a weighted neighbour average. If all sites are updated at once, a wave $e^{ikx}$ is multiplied by $\langle\cos k\Delta x\rangle\approx1-k^2\langle\Delta x^2\rangle/2$. The longest wave has $k=2\pi/(La)$, so the sweep count grows as $L^2$. This growth law need not hold for coloured sweeps with disorder, where fast pairs can also limit the rate.

*Fast pairs.* Near zero-field equilibrium, an update sets $\varphi_i$ to the average of its neighbours weighted by $G_{ij}$. Let two sites have mutual conductance $G$ and each a total conductance $g\ll G$ to surroundings held at $\varphi=0$. Each update multiplies the pair's error by $G/(G+g)$, and a sweep makes two, giving $1-2g/G$. The pair needs about $G/(2g)$ sweeps per factor $e$. Larger $\sigma/kT$ widens the range of conductances and makes such pairs more likely.

Neither estimate alone accounts for the example. An ordered $20\times20$ lattice in the same field has $\rho\approx0.95$, and the slowest isolated pair of this sample at zero field has a factor of 0.87 per sweep. The slowest mode of the example is spread over about a third of the sites.

When sweeps stall, Newton's method in the log-odds $u_i=\ln[p_i/(1-p_i)]$ is an alternative. It solves $\sum_jJ_{ij}p_j(1-p_j)\,\delta u_j=-f_i$, with one redundant equation replaced by the density condition. A dense solve costs of order $N^3$ per step, which is affordable for a few hundred sites. Steps should be limited, since occupations depend exponentially on $u$.

## Accuracy of the model

**Sampling.** Over independent samples the mean mobility, in $10^{-4}$ cm$^2$/Vs with its standard error, was $2.23\pm0.25$ for $10\times10$ cells, $1.78\pm0.14$ for $20\times20$ and $1.71\pm0.09$ for $28\times28$. The last shift, $-4\%$, is below the statistical error, so these samples show cell convergence only to about 10%. Larger ensembles give $1.66\pm0.03$ for $20\times20$, $1.62\pm0.03$ for $40\times40$ and $1.61\pm0.03$ for $64\times64$, about 6% below the $28\times28$ value. The sample solved above, which is not among these, lies 0.9 sample standard deviations below the $20\times20$ mean. Allowing hops of up to two columns and rows raised its mobility by 2.4%, and the cut currents remained equal.

**Correlations.** The full many-body master equation was solved for 24 cells of $3\times3$ sites at $c=1/9$, with the carrier-number distribution taken from equilibrium. The ratio of its current to the mean-field current averaged 0.93 and ranged from 0.73 to 0.995. With this number distribution, mean field overestimated the current in each of these cells; another distribution can change the ratio in cells this small. In larger sets of such cells a few per cent have a ratio slightly above 1, so the sign is not general in a field. The cells are smaller and denser than the main example, so the 7% is not a correction to apply; at $c=0.02$, cells of $3\times3$ and $4\times4$ sites give about 2%.

**The real transistor.** Mobilities of poly(triarylamine) transistors are roughly $10^{-3}$ to $10^{-2}$ cm$^2$/Vs, above the model's $1.6$ to $1.7\times10^{-4}$. The absolute value has little predictive weight: it is proportional to the nominal $\nu_0$ and depends exponentially on the inverse decay length. The field corresponds to 10 V across 1 µm, high for a long-channel device. Real devices break several assumptions:

- The Coulomb energy at the mean carrier spacing of 7.1 nm is 68 meV for a relative permittivity of 3, as large as the disorder. It therefore cannot be assumed negligible, but its effect on the mobility was not computed.
- A classical accumulation profile puts 30% of the charge beyond the first spacing, so a single layer is a crude geometry.
- A rough reorganisation energy of 0.3 eV gives a polaron barrier of 75 meV and a rate factor of 0.055. If $\nu_0$ does not already include it, the mobility falls to about $9\times10^{-6}$ cm$^2$/Vs, before any change in the energy dependence of the rates.

Single occupation is better founded: the Coulomb energy of two carriers one spacing apart is already 0.48 eV, or 18.6 $kT$, and two carriers on the same site should repel at least about as strongly. The same energy also disfavours occupied neighbouring sites, which the model allows. The main computed values are listed in the numerical output below or follow from it.

## Calculated quantities

```
kT = 0.02585 eV; sigma/kT = 2.708; qFa/kT = 0.3868
2*alpha*a = 6.667; nearest downhill rate = 1.273e+10 1/s
cell 20x20 sites, 8 carriers; sheet density = 2.00e+12 cm^-2
zero field: 2553 sweeps; Fermi level = -0.1819 eV
zero field: largest relative deviation from Fermi-Dirac = 1.3e-09
zero field: largest net link flux / largest link flux = 8.3e-12
in field, Fermi-Dirac guess: cut-current spread = 2.696 of mean
  change<1e-03: 210 sweeps, cut spread 5.4e-02, mean-current error 6.5e-03
  change<1e-05: 648 sweeps, cut spread 5.1e-04, mean-current error 5.9e-05
  change<1e-07: 1098 sweeps, cut spread 5.2e-06, mean-current error 5.9e-07
  change<1e-11: 2000 sweeps, cut spread 5.1e-10, mean-current error 5.8e-11
error reduction per sweep near the end = 0.98983; final ln z = 5.0e-13
largest relative difference from Newton solution = 9.7e-10
occupations: smallest 1.75e-07, largest 0.7254
local chemical potential: std 9.60 meV, range 46.23 meV
current per channel width = 0.4162 nA/um
mobility of this sample = 1.2990e-04 cm2/Vs
without pinning: start density 0.0200, end density 0.0733 per site
zero-field mobility: network 1.1382e-04, full equations 1.1382e-04 cm2/Vs
independent-carrier mobility, same sample = 7.9973e-05 cm2/Vs; with exclusion 1.624 times that
hop range 1 -> 2 columns: mobility shift = 2.43 %
time evolution, 6x6 cell: L1 distance 0.866 -> 1.8e-11; end state vs sweeps 6.8e-12
exact / mean-field current, 24 cells of 3x3, c = 0.111: mean 0.9310, min 0.7255, max 0.9954
  10x10, 32 samples: mobility 2.227e-04 +- 2.5e-05 (std error), sample std 1.4e-04 cm2/Vs
  20x20, 16 samples: mobility 1.779e-04 +- 1.4e-05 (std error), sample std 5.6e-05 cm2/Vs
  28x28, 8 samples: mobility 1.707e-04 +- 8.9e-06 (std error), sample std 2.5e-05 cm2/Vs
cell 20 -> 28: shift of mean mobility = -4.0 %
neglected: Coulomb energy at mean spacing 7.07 nm = 67.9 meV (eps_r = 3.0)
neglected: double-occupation energy scale = 0.480 eV = 18.6 kT
neglected: classical accumulation depth = 0.429 nm, charge beyond 1 spacing = 30 %
neglected: polaron barrier 75 meV, rate factor 0.0550
```
